# How far photoemission underestimates depletion bending in heavily doped silicon: a numerical check

```python
"""
Result under test: photoemission from a depleted semiconductor surface reads
    V_app = V_s*(1 - 2a + 2a^2*(1 - exp(-1/a))),  a = escape/W,
    W = sqrt(2*eps*V_s/(q*N)),
the intensity-weighted mean of the band bending V(z) = V_s*(1 - z/W)^2.
V_s: surface bending (V); N: donor density; W: depletion width (nm);
escape: 1/e escape depth along the normal (nm); z: depth (nm).
Lengths are in nm, potentials in V, densities in nm^-3 unless stated.
The program also sizes effects left out of this model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, hbar, h_planck = const.e, const.hbar, const.h
m_e, k_B = const.m_e, const.k
eps_r = 11.7
V_s = 0.5
N_cm3 = 1e19
N = N_cm3 * 1e-21
escape = 2.0
T = 300.0
kT = k_B * T / q
q_eps = q / (const.epsilon_0 * eps_r) * 1e9      # V nm
curv = q_eps * N                                 # V / nm^2


def width(v):
    return np.sqrt(2 * v / curv)


def fraction(a):
    return 1 - 2 * a + 2 * a**2 * (1 - np.exp(-1 / a))


def apparent(v, lam=escape):
    return v * fraction(lam / width(v))


W = width(V_s)
a = escape / W
V_app = apparent(V_s)
short = V_s - V_app
field = 2 * V_s / W                              # V/nm

# --- Poisson equation integrated outward from the depletion edge ---


def reached(s, y):
    return y[0] - V_s


reached.terminal = True
sol = solve_ivp(lambda s, y: [y[1], curv], [0, 50], [0.0, 0.0],
                events=reached, dense_output=True, rtol=1e-10, atol=1e-12,
                max_step=0.5)
W_ode = sol.t_events[0][0]
mean_ode = quad(lambda z: sol.sol(W_ode - z)[0] * np.exp(-z / escape)
                / escape, 0, W_ode, limit=200)[0]
assert abs(W_ode / W - 1) < 1e-6
assert abs(sol.y_events[0][0][1] / field - 1) < 1e-6
assert abs(mean_ode - V_app) < 1e-6

# --- formula against quadrature for other ratios, and its limits ---
for ratio in (0.05, 0.3, 1.0, 4.0):
    direct = quad(lambda x: (1 - x)**2 * np.exp(-x / ratio) / ratio, 0, 1)[0]
    assert abs(direct - fraction(ratio)) < 1e-9
thin = quad(lambda x: (1 - x)**2 * np.exp(-x / 0.01) / 0.01, 0, 1,
            points=[0.05, 0.2])[0]
assert abs((1 - thin) / 0.02 - 1) < 0.02
thick = quad(lambda x: (1 - x)**2 * np.exp(-x / 100) / 100, 0, 1)[0]
assert abs(thick * 300 - 1) < 0.01
V_at_escape = V_s * (1 - a)**2
assert V_app > V_at_escape

# --- response of the reading to the true bending, and inversion ---
slope = 1 - a * (1 - np.exp(-1 / a))
step = 1e-4
slope_num = (apparent(V_s + step) - apparent(V_s - step)) / (2 * step)
assert abs(slope - slope_num) < 1e-6
reading = 0.40
true_for_reading = brentq(lambda v: apparent(v) - reading, 0.05, 1.0)

# --- line shapes: centroid and peak maximum ---
dz = 0.01
depth = np.arange(dz / 2, 60, dz)
bend = np.where(depth < W, V_s * (1 - depth / W)**2, 0.0)
weight = np.exp(-depth / escape)
weight /= weight.sum()


def centroid(shifts, weights):
    # doublet: second component 0.6 eV away with half the height
    energy = np.linspace(-3, 4, 701)
    total = np.zeros_like(energy)
    for v, w in zip(shifts, weights):
        x = energy - v
        total += w * (np.exp(-x**2 / 0.08)
                      + 0.5 * np.exp(-(x - 0.6)**2 / 0.08))
    return (energy * total).sum() / total.sum()


line_shift = centroid(bend, weight) - centroid([0.0], [1.0])
assert abs(line_shift - V_app) < 1e-4


def peak(fwhm):
    sigma = fwhm / np.sqrt(8 * np.log(2))
    return brentq(lambda e: np.sum(weight * (bend - e) * np.exp(
        -(e - bend)**2 / (2 * sigma**2))), 0, V_s, xtol=1e-12)


mean_grid = np.sum(weight * bend)
variance = np.sum(weight * (bend - mean_grid)**2)
third = np.sum(weight * (bend - mean_grid)**3)
sigma2_broad = 4.0**2 / (8 * np.log(2)) + variance
skew_shift = -third / (2 * sigma2_broad)
assert abs((peak(4.0) - mean_grid) / skew_shift - 1) < 0.05
peak_mid, peak_wide = peak(0.6), peak(1.0)

# --- Fermi-Dirac electrons in the full Poisson equation ---
m_dos = 1.08
N_c = 2 * (2 * np.pi * m_dos * m_e * k_B * T / h_planck**2)**1.5 * 1e-27
dx = 0.02
x_f = np.arange(dx, 8, dx)


def occupation(eta):
    arg = x_f**2 - np.atleast_1d(eta)[:, None]
    return 1 / (1 + np.exp(np.minimum(arg, 600)))


def fermi_half(eta):
    return 4 / np.sqrt(np.pi) * dx * (occupation(eta) @ x_f**2)


def fermi_half_slope(eta):
    f = occupation(eta)
    return 4 / np.sqrt(np.pi) * dx * ((f * (1 - f)) @ x_f**2)


def fermi_three_half(eta):
    return 8 / (3 * np.sqrt(np.pi)) * dx * (occupation(eta) @ x_f**4)


eta0 = brentq(lambda e: N_c * fermi_half(e)[0] - N, -10, 10, xtol=1e-13)
hz = 0.02
z_full = np.arange(0, 25 + hz / 2, hz)
V_full = np.where(z_full < W, V_s * (1 - z_full / W)**2, 0.0)
for iteration in range(80):
    inner = V_full[1:-1]
    eta = eta0 - inner / kT
    resid = ((V_full[2:] - 2 * inner + V_full[:-2]) / hz**2
             - q_eps * (N - N_c * fermi_half(eta)))
    band = np.zeros((3, inner.size))
    band[0, 1:] = 1 / hz**2
    band[2, :-1] = 1 / hz**2
    band[1] = -2 / hz**2 - q_eps * N_c * fermi_half_slope(eta) / kT
    change = np.clip(solve_banded((1, 1), band, -resid), -0.05, 0.05)
    V_full[1:-1] += change
    if np.max(np.abs(change)) < 1e-10:
        break
assert np.max(np.abs(change)) < 1e-10
field_full = (3 * V_full[0] - 4 * V_full[1] + V_full[2]) / (2 * hz)
pressure = kT * N_c * (fermi_three_half(eta0)[0]
                       - fermi_three_half(eta0 - V_s / kT)[0])
field_integral = np.sqrt(2 * q_eps * (N * V_s - pressure))
assert abs(field_full / field_integral - 1) < 1e-3
integrand = V_full * np.exp(-z_full / escape) / escape
mean_full = hz * (integrand.sum() - 0.5 * (integrand[0] + integrand[-1]))
assert mean_full > V_app and field_full < field

# --- atomic planes of a (001) surface, top plane at z = 0 ---
plane = 0.543 / 4
z_plane = plane * np.arange(600)
w_plane = np.exp(-z_plane / escape)
V_plane = np.where(z_plane < W, V_s * (1 - z_plane / W)**2, 0.0)
mean_plane = np.sum(w_plane * V_plane) / w_plane.sum()

# --- random donors between equipotential planes at 0 and W ---
z0 = escape


def mode_variance(k):
    left = (np.sinh(k * (W - z0)) / np.sinh(k * W))**2 * (
        np.sinh(2 * k * z0) / (4 * k) - z0 / 2)
    right = (np.sinh(k * z0) / np.sinh(k * W))**2 * (
        np.sinh(2 * k * (W - z0)) / (4 * k) - (W - z0) / 2)
    return (left + right) / k


k_max = 40.0
modes = (quad(mode_variance, 1e-3, 1, limit=200)[0]
         + quad(mode_variance, 1, k_max, limit=200)[0] + 1 / (4 * k_max))
rms_donor = np.sqrt(N * q_eps**2 * modes / (2 * np.pi))

# the same from image charges in real space
node, gl = np.polynomial.legendre.leggauss(60)
z_src = np.concatenate([z0 * (node + 1) / 2,
                        z0 + (W - z0) * (node + 1) / 2])
w_src = np.concatenate([gl * z0 / 2, gl * (W - z0) / 2])
log_rho = np.linspace(np.log(1e-4), np.log(60), 400)
rho = np.exp(log_rho)
green = np.zeros((z_src.size, rho.size))
for n in range(-60, 61):
    green += 1 / np.sqrt(rho**2 + (z0 - z_src[:, None] - 2 * n * W)**2)
    green -= 1 / np.sqrt(rho**2 + (z0 + z_src[:, None] - 2 * n * W)**2)
green *= q_eps / (4 * np.pi)
area = 2 * np.pi * rho**2 * (log_rho[1] - log_rho[0])
rms_image = np.sqrt(N * (w_src @ (green**2 @ area)))
mean_donor = N * (w_src @ (green @ area))
assert abs(rms_image / rms_donor - 1) < 0.02
# ensemble mean reproduces the parabolic bending (truncated image sum)
assert abs(V_s * (1 - z0 / W) - mean_donor - V_at_escape) < 0.005

# --- photovoltage, tunnelling, holes ---
barrier = V_s - eta0 * kT
richardson = 4 * np.pi * q * m_e * k_B**2 / h_planck**3 * 1e-4
J_restore = richardson * T**2 * np.exp(-barrier / kT)
J_lab, J_bright = 1e-4, 1e-1
spv_lab = kT * np.log(1 + J_lab / J_restore)
spv_bright = kT * np.log(1 + J_bright / J_restore)
m_tunnel = 0.19
E00 = hbar / 2 * np.sqrt(N_cm3 * 1e6 / (
    m_tunnel * m_e * eps_r * const.epsilon_0))   # eV
wkb = quad(lambda z: 2 * np.sqrt(2 * m_tunnel * m_e * q * V_s
           * (1 - z / W)**2) / hbar * 1e-9, 0, W)[0]
assert abs(wkb / (V_s / E00) - 1) < 1e-6
gap = 1.12
N_v = 2 * (2 * np.pi * m_e * k_B * T / h_planck**2)**1.5 * 1e-6
holes = N_v * np.exp(-(gap - barrier) / kT)
assert holes < 1e-3 * N_cm3 and V_s < gap

short_low = V_s - apparent(V_s, 0.8 * escape)
short_high = V_s - apparent(V_s, 1.2 * escape)

print(f"Donor density: {N_cm3:.1e} cm^-3")
print(f"True surface bending: {V_s:.3f} V")
print(f"Escape depth: {escape:.2f} nm")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Temperature: {T:.0f} K; kT/q: {kT:.5f} V")
print(f"Depletion width W: {W:.3f} nm")
print(f"Ratio a = escape depth / W: {a:.4f}")
print(f"exp(-1/a), intensity from beyond W: {np.exp(-1/a):.4f}")
print(f"Apparent fraction V_app/V_s: {V_app/V_s:.4f}")
print(f"Apparent bending V_app: {V_app:.4f} V")
print(f"Underestimate: {short:.4f} V = {1000*short:.0f} mV")
print(f"Underestimate relative to V_s: {100*short/V_s:.1f} %")
print(f"Surface field, depletion model: {10*field:.3f} MV/cm")
print(f"Linear estimate of shortfall: {field*escape:.4f} V")
print(f"Bending at one escape depth: {V_at_escape:.4f} V")
print(f"Shortfall if read there: {V_s-V_at_escape:.4f} V")
print(f"Slope dV_app/dV_s: {slope:.4f}; reciprocal: {1/slope:.3f}")
print(f"Reading {reading:.2f} V -> true: {true_for_reading:.4f} V")
print(f"Shortfall, escape {0.8*escape:.1f} nm: {short_low:.4f} V")
print(f"Shortfall, escape {1.2*escape:.1f} nm: {short_high:.4f} V")
print(f"Density-of-states mass: {m_dos:.2f} m_e")
print(f"Conduction-band density N_c: {N_c*1e21:.3e} cm^-3")
print(f"Bulk (E_F - E_c)/kT: {eta0:.3f}")
print(f"Surface field with electron tail: {10*field_full:.3f} MV/cm")
print(f"Apparent bending with tail: {mean_full:.4f} V")
print(f"Shortfall with tail: {V_s-mean_full:.4f} V")
print(f"Change of shortfall by tail: {1000*(V_app-mean_full):.1f} mV")
print(f"Rms spread of bending in signal: {np.sqrt(variance):.4f} V")
print(f"Third cumulant of bending: {third:.3e} V^3")
print(f"Peak maximum, 0.6 eV FWHM: {peak_mid:.4f} V")
print(f"Peak maximum, 1.0 eV FWHM: {peak_wide:.4f} V")
print(f"Atomic plane spacing: {plane:.4f} nm")
print(f"Apparent bending, plane sum: {mean_plane:.4f} V")
print(f"Change by plane sum: {1000*(mean_plane-V_app):.1f} mV")
print(f"Mean donor spacing N^(-1/3): {N**(-1/3):.2f} nm")
print(f"Donor rms potential at {z0:.0f} nm: {1000*rms_donor:.0f} mV")
print(f"Surface E_c - E_F: {barrier:.3f} eV")
print(f"Thermionic restoring current: {J_restore:.2e} A/cm^2")
print(f"Photovoltage at {J_lab:.0e} A/cm^2: {1000*spv_lab:.2f} mV")
print(f"Photovoltage at {J_bright:.0e} A/cm^2: {1000*spv_bright:.0f} mV")
print(f"Tunnelling mass: {m_tunnel:.2f} m_e; E00: {E00:.4f} eV")
print(f"WKB transmission at band edge: {np.exp(-wkb):.2e}")
print(f"Surface hole density: {holes:.1e} cm^-3")
print(f"Gap: {gap:.2f} eV; gap minus bending: {gap-V_s:.2f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Donor density: 1.0e+19 cm^-3
True surface bending: 0.500 V
Escape depth: 2.00 nm
Relative permittivity: 11.7
Temperature: 300 K; kT/q: 0.02585 V
Depletion width W: 8.041 nm
Ratio a = escape depth / W: 0.2487
exp(-1/a), intensity from beyond W: 0.0179
Apparent fraction V_app/V_s: 0.6241
Apparent bending V_app: 0.3120 V
Underestimate: 0.1880 V = 188 mV
Underestimate relative to V_s: 37.6 %
Surface field, depletion model: 1.244 MV/cm
Linear estimate of shortfall: 0.2487 V
Bending at one escape depth: 0.2822 V
Shortfall if read there: 0.2178 V
Slope dV_app/dV_s: 0.7557; reciprocal: 1.323
Reading 0.40 V -> true: 0.6146 V
Shortfall, escape 1.6 nm: 0.1596 V
Shortfall, escape 2.4 nm: 0.2125 V
Density-of-states mass: 1.08 m_e
Conduction-band density N_c: 2.816e+19 cm^-3
Bulk (E_F - E_c)/kT: -0.911
Surface field with electron tail: 1.209 MV/cm
Apparent bending with tail: 0.3183 V
Shortfall with tail: 0.1817 V
Change of shortfall by tail: -6.3 mV
Rms spread of bending in signal: 0.1405 V
Third cumulant of bending: -1.736e-03 V^3
Peak maximum, 0.6 eV FWHM: 0.3261 V
Peak maximum, 1.0 eV FWHM: 0.3170 V
Atomic plane spacing: 0.1358 nm
Apparent bending, plane sum: 0.3184 V
Change by plane sum: 6.3 mV
Mean donor spacing N^(-1/3): 4.64 nm
Donor rms potential at 2 nm: 53 mV
Surface E_c - E_F: 0.524 eV
Thermionic restoring current: 1.73e-02 A/cm^2
Photovoltage at 1e-04 A/cm^2: 0.15 mV
Photovoltage at 1e-01 A/cm^2: 49 mV
Tunnelling mass: 0.19 m_e; E00: 0.0394 eV
WKB transmission at band edge: 3.06e-06
Surface hole density: 2.4e+09 cm^-3
Gap: 1.12 eV; gap minus bending: 0.62 eV
ALL CHECKS PASSED
```
